\section*{Battle–Lemarié Scaling Function from Linear Splines and the Decay of Its Coefficients}

Let $\beta(x)=\max(0,1-|x|)$ be the linear spline, or hat function, on a uniform grid whose spacing is the unit of length. The Fourier transform is $\hat f(k)=\int f(x)e^{-ikx}\,dx$, with inverse $f(x)=(2\pi)^{-1}\int\hat f(k)e^{ikx}\,dk$, and $\langle f,g\rangle=\int f(x)g(x)\,dx$ for real functions. The integer shifts $\beta(x-n)$ span the square-integrable continuous functions that are linear between grid points. Neighbouring hats overlap, so they are not orthonormal. The Battle--Lemari\'e scaling function of this space is the even function
\begin{equation}
\phi(x)=\sum_{n=-\infty}^{\infty}c_n\,\beta(x-n),\qquad \langle\phi,\phi(\cdot-n)\rangle=\delta_{n0},
\end{equation}
whose transform is $\hat\beta$ times a positive periodic factor. With $r=2-\sqrt3\approx0.268$, its coefficients obey, for large $n>0$,
\begin{equation}
c_n=(-1)^n\frac{3^{1/4}\,r^n}{\sqrt{\pi n}}\left[1-\frac{1}{4\sqrt3\,n}+O(n^{-2})\right],\qquad c_{-n}=c_n. \label{law}
\end{equation}
The exponential rate is thus $(2-\sqrt3)^n$, but the coefficients are not simply proportional to it: their signs alternate, and a branch point of inverse-square-root type supplies the factor $n^{-1/2}$.

To find the periodic factor, orthonormality is first written in Fourier space. The transform of $f(x-n)$ is $e^{-ikn}\hat f(k)$. Parseval's relation, with the complex conjugate on the shifted function, gives
\begin{equation}
\langle f,f(\cdot-n)\rangle=\frac1{2\pi}\int_{-\infty}^{\infty}|\hat f(k)|^2e^{ikn}dk
=\frac1{2\pi}\int_{-\pi}^{\pi}\Big[\sum_m|\hat f(k+2\pi m)|^2\Big]e^{ikn}dk .
\end{equation}
The second form cuts the $k$ axis into intervals of length $2\pi$ and uses $e^{2\pi imn}=1$. The overlaps are therefore the Fourier coefficients of the bracket. They equal $\delta_{n0}$ if and only if the bracket is one for almost every $k$.

The hat is the convolution of the unit box on $[-\frac12,\frac12]$ with itself, so $\hat\beta(k)=[\sin(k/2)/(k/2)]^2$. Its bracket, called $G(k)$, need not be summed in Fourier space, because its Fourier coefficients are overlaps of hats:
\begin{equation}
s_0=2\int_0^1(1-x)^2dx=\frac23,\qquad s_{\pm1}=\int_0^1x(1-x)\,dx=\frac16,
\end{equation}
and $s_n=0$ for $|n|\ge2$, where the supports no longer overlap. Hence
\begin{equation}
G(k)=\sum_m|\hat\beta(k+2\pi m)|^2=s_0+2s_1\cos k=\frac{2+\cos k}{3},\qquad \frac13\le G\le1 .
\end{equation}
The minimum lies at $k=\pi$, where hats are added with alternating signs and their overlaps reduce the norm. Since $G$ has no zero on the real axis, one may set
\begin{equation}
\hat\phi(k)=\frac{\hat\beta(k)}{\sqrt{G(k)}} .
\end{equation}
The denominator has period $2\pi$ and comes out of the sum over $m$, so the bracket for $\phi$ is $G/G=1$. Expanding $G^{-1/2}=\sum_nc_ne^{-ikn}$ turns each exponential into a shift of $\beta$, and
\begin{equation}
c_n=\frac1{2\pi}\int_{-\pi}^{\pi}\frac{e^{ikn}}{\sqrt{G(k)}}\,dk .
\end{equation}
These numbers are real and even in $n$ because $G$ is real and even. The relation can be inverted, $\hat\beta=\sqrt G\,\hat\phi$, so $\phi$ and its shifts span the same space as the hats.

In matrix language, multiplication by $G$ represents the infinite overlap matrix $S_{mn}=s_{m-n}$, and $c_n=(S^{-1/2})_{n0}$. This is L\"owdin's symmetric orthonormalisation. The coefficients are also values of the function: at an integer $x=n$ a single hat is nonzero, so $\phi(n)=c_n$, and between integers $\phi$ is the straight line joining these values. The decay of $c_n$ is therefore the decay of $\phi$ in space.

The decay follows from the zeros of $G$ at complex $k$. With $z=e^{ik}$,
\begin{equation}
G=\frac{z+4+z^{-1}}{6},
\end{equation}
which vanishes when $z^2+4z+1=0$, that is, at $z=-2\pm\sqrt3$. Since $(2-\sqrt3)(2+\sqrt3)=1$, the two zeros are $-r$ and $-1/r$. The quadratic also gives $1+r^2=4r$, so
\begin{equation}
(1+rz)(1+r/z)=1+r^2+r(z+z^{-1})=r(4+z+z^{-1})=6rG .
\end{equation}
Therefore
\begin{equation}
G^{-1/2}=\sqrt{6r}\,(1+rz)^{-1/2}(1+r/z)^{-1/2}. \label{factor}
\end{equation}
On the unit circle the two factors, taken with principal roots, are complex conjugates. Their product is positive, as the definition of $\phi$ requires. The function is analytic in the ring $r<|z|<1/r$ and has a branch point on each edge. Both lie on the negative real axis, in line with $k=\pi$, which is the origin of the alternating sign.

The amplitude comes from the binomial series
\begin{equation}
(1-u)^{-1/2}=\sum_{j\ge0}a_ju^j,\qquad a_j=\frac1{4^j}\binom{2j}{j}.
\end{equation}
Put $u=-rz$ in one factor of (\ref{factor}) and $u=-r/z$ in the other. For $n\ge0$, a term $z^n$ arises from $z^{n+j}$ in the first series and $z^{-j}$ in the second. The powers combine as $(-r)^{n+j}(-r)^j=(-r)^nr^{2j}$, and
\begin{equation}
c_n=\sqrt{6r}\,(-r)^n\sum_{j\ge0}a_ja_{n+j}r^{2j}. \label{series}
\end{equation}
All terms of the sum are positive, so the sign of $c_n$ is $(-1)^n$ for every $n\ge0$, not just asymptotically.

The ratio $a_{j+1}/a_j=(2j+1)/(2j+2)$ is below one, so $a_{n+j}\le a_n$. Keeping the term $j=0$ bounds the sum from below; replacing $a_{n+j}$ by $a_n$ bounds it from above by $a_n(1-r^2)^{-1/2}$. From $r^2=4r-1$,
\begin{equation}
1-r^2=2-4r=4\sqrt3-6=2\sqrt3\,r,\qquad \frac{6r}{1-r^2}=\sqrt3 .
\end{equation}
The result is a two-sided bound for all $n\ge0$,
\begin{equation}
\sqrt{6r}\,a_n r^n\le|c_n|\le3^{1/4}a_nr^n . \label{bounds}
\end{equation}
Stirling's formula, $n!=\sqrt{2\pi n}\,(n/e)^n[1+1/(12n)+\dots]$, gives
\begin{equation}
a_n=\frac1{\sqrt{\pi n}}\left[1-\frac1{8n}+O(n^{-2})\right],
\end{equation}
where $-\frac18=\frac1{24}-\frac2{12}$ collects the corrections of $(2n)!$ and of $(n!)^2$. In addition $a_n<1/\sqrt{\pi n}$, because $na_n^2$ increases with $n$ towards $1/\pi$: its successive ratio is $(2n+1)^2/[4n(n+1)]>1$.

For fixed $j$, replacing $n$ by $n+j$ and expanding the square root gives
\begin{equation}
a_{n+j}=\frac1{\sqrt{\pi n}}\left[1-\frac1n\left(\frac18+\frac j2\right)+O\!\left(\frac{(1+j)^2}{n^2}\right)\right].
\end{equation}
The weights $r^{2j}$ make the sum of the remainders converge, so the expansion may be inserted in (\ref{series}). Write $y=r^2$. The leading sum is $(1-y)^{-1/2}$. The sum containing $j$ is $y\,d/dy$ of it, namely $\frac12y(1-y)^{-3/2}$. The relative correction is therefore
\begin{equation}
-\frac1n\left[\frac18+\frac{y}{4(1-y)}\right],\qquad
\frac y{1-y}=\frac{r^2}{2\sqrt3\,r}=\frac{2-\sqrt3}{2\sqrt3}=\frac1{\sqrt3}-\frac12 ,
\end{equation}
and the bracket is $1/(4\sqrt3)$. This proves (\ref{law}).

The leading term can be read from the branch point alone. Near $z=-1/r$ the regular factor $1+r/z$ equals $1-r^2$, and $G^{-1/2}\approx3^{1/4}(1+rz)^{-1/2}$. The coefficient of $z^n$ in this local form is $3^{1/4}(-r)^na_n$, whose size is the upper bound in (\ref{bounds}). The position of the singularity fixes the rate and the sign, its exponent fixes the power of $n$, and the regular factor fixes the amplitude.

The Fourier integral for $c_n$, evaluated with the trapezoid rule on 512 points in high-precision arithmetic, gives
\begin{equation}
\begin{array}{rrrr}
n & c_n & \text{leading law} & \text{ratio}\\
1 & -0.1747 & -0.1990 & 0.878\\
2 & 0.03521 & 0.03770 & 0.934\\
5 & -4.459\times10^{-4} & -4.587\times10^{-4} & 0.972\\
10 & 4.416\times10^{-7} & 4.480\times10^{-7} & 0.986
\end{array}
\end{equation}
with $c_0=1.2917$. At $n=10$ the first correction predicts a ratio of $1-0.1443/10=0.986$, as found. The power factor matters when a rate is read from a few coefficients: $|c_6/c_5|=1.096/4.459=0.246$, still below $r=0.268$, because $\sqrt{5/6}$ multiplies $r$ in the leading law.

The rate is tied to the overlaps. For positive overlaps $s_0$ and $s_1$ of a basis function with itself and its nearest neighbours alone, the same factorisation requires $1+\rho^2=(s_0/s_1)\rho$, so
\begin{equation}
\rho=\frac{s_0-\sqrt{s_0^2-4s_1^2}}{2s_1}
\end{equation}
replaces $r$. Weak overlap gives $\rho\approx s_1/s_0$ and a rapidly decaying orthonormal function. As $s_1\to s_0/2$, $\rho\to1$ and the exponential decay is lost. At that limit $G=s_0(1+\cos k)$ vanishes at $k=\pi$, $G^{-1/2}$ diverges as $1/|k-\pi|$, and the integral for $c_0$ does not exist. An expansion with exponentially decaying coefficients needs a $G$ bounded away from zero.

The power $n^{-1/2}$ belongs to the even choice of $\phi$, not to the spline space. Multiplying $\hat\phi$ by any periodic factor of modulus one keeps the shifts orthonormal. In particular, $|1+re^{-ik}|^2=6rG$, so
\begin{equation}
\frac{\sqrt{6r}}{1+re^{-ik}}=\sum_{n\ge0}d_ne^{-ikn},\qquad d_n=\sqrt{6r}\,(-r)^n,
\end{equation}
has the modulus of $G^{-1/2}$. The function $\sum_{n\ge0}d_n\beta(x-n)$ also has orthonormal shifts that span the space. Here a simple pole replaces the branch point, and the decay is purely geometric. The price is symmetry: this function vanishes for $x\le-1$ and has an infinite tail on the right.

A pole also governs the kinetic energy. Take one electron in one dimension, in atomic units, on a grid of spacing $h$, with the normalised functions $\phi_h(x)=h^{-1/2}\phi(x/h)$. The matrix element between functions $n$ sites apart is
\begin{equation}
t_n=\frac12\int\phi_h'(x)\,\phi_h'(x-nh)\,dx=\frac1{2h^2}\int\phi'(y)\,\phi'(y-n)\,dy .
\end{equation}
The slope of a hat is $+1$ on $(-1,0)$ and $-1$ on $(0,1)$. The overlaps of these slopes are $2$ on site and $-1$ between neighbours, with Fourier sum $2-2\cos k=6(1-G)$. Each of the two functions $\phi$ contributes a factor $G^{-1/2}$, so
\begin{equation}
T(k)=\sum_nt_ne^{-ikn}=\frac{6(1-G)}{2h^2G}=\frac3{h^2}\left(\frac1G-1\right).
\end{equation}
From (\ref{factor}), $1/G=6r/[(1+rz)(1+r/z)]$. Two geometric series give its coefficients as $6r(-r)^{|n|}/(1-r^2)=\sqrt3(-r)^{|n|}$, and
\begin{equation}
t_n=\frac{3\sqrt3\,(-r)^{|n|}-3\delta_{n0}}{h^2}.
\end{equation}
There is no power factor. The one-sided generator gives the same $t_n$, since a phase cancels in $|\hat\phi|^2$.

For small $k$, $1-G=k^2/6-k^4/72+\dots$ and $1/G=1+k^2/6+\dots$, so $h^2T=\frac12k^2(1+k^2/12+\dots)$. With the wave number $q=k/h$, this is the free-electron energy $q^2/2$ with a relative excess $q^2h^2/12$. The excess is positive, as it must be for an energy computed in a restricted space. It comes from the linear spline space and is not removed by orthonormalisation.

For the round value $h=0.5$~\AA, which stands for no particular material, the energy unit $\hbar^2/(m_eh^2)$ is $30.48$~eV. The on-site element is $(3\sqrt3-3)\times30.48=66.94$~eV, or $2.460$ hartree. The next elements are $-42.44$, $11.37$ and $-3.05$~eV, and from $t_2$ on each is $-r$ times the one before.

In a calculation the sum for $\phi$ is cut at $|n|\le M$. Call the result $\phi_M$ and the discarded tail $\eta=\phi-\phi_M$. Because $G\le1$, the squared norm of the tail is at most the sum of its squared coefficients, $\Sigma_M=\sum_{|n|>M}c_n^2$. With (\ref{bounds}), $a_n^2<1/(\pi n)$ and $1/n\le1/(M+1)$,
\begin{equation}
\|\eta\|^2\le\Sigma_M\le\frac{2\sqrt3}{\pi(M+1)}\,\frac{r^{2M+2}}{1-r^2}=\frac{r^{2M+1}}{\pi(M+1)} . \label{tail}
\end{equation}
Since $\|\phi\|=1$, $\|\eta\|$ is a relative error. Its leading value for large $M$ is smaller than the bound. There $c_{n+1}\approx-rc_n$ along the right-hand tail, and likewise outwards on the left, so
\begin{equation}
\|\eta\|^2\approx\left(\frac23-\frac r3\right)\Sigma_M=\frac{\Sigma_M}{\sqrt3}. \label{etaSigma}
\end{equation}
In the same limit $\Sigma_M$ approaches its bound, so the ratio of $\|\eta\|$ to the square root of the right-hand side of (\ref{tail}) tends to $3^{-1/4}\approx0.76$.

Integrals of the piecewise linear functions, done interval by interval, give the norm $\|\eta\|$, the largest departure $D_M$ of the overlaps $\langle\phi_M,\phi_M(\cdot-m)\rangle$ from $\delta_{m0}$, and the change $\Delta E_M$ of the normalised kinetic energy from $t_0$:
\begin{equation}
\begin{array}{rrrr}
M & \|\eta\| & D_M & \Delta E_M\ (\text{eV})\\
2 & 8.8\times10^{-3} & 1.2\times10^{-2} & -2.9\times10^{-2}\\
4 & 5.0\times10^{-4} & 6.9\times10^{-4} & -8.7\times10^{-5}\\
8 & 1.9\times10^{-6} & 2.7\times10^{-6} & -1.25\times10^{-9}
\end{array}
\end{equation}
At $M=8$ the bound on $\|\eta\|$ is $2.6\times10^{-6}$, and the ratio is $0.75$. An error below $10^{-6}$ is first reached at $M=9$, with 19 coefficients.

The overlap defect follows the first power of $\|\eta\|$. Expanding the overlap of two truncated functions and using the Cauchy--Schwarz inequality gives $D_M\le2\|\eta\|+\|\eta\|^2$. The largest defect occurs at the shift $m=M+1$, where the peak of one function meets the discarded tail of the other. The on-site energy error is of second order, although $\phi$ is not an eigenfunction of the kinetic energy. The reason is that on site the discarded hats lie where $\phi$ itself is small; the on-site overlap defect is of second order for the same reason. Let $K(f,g)=\frac12\int f'g'\,dy$, in units of $\hbar^2/(m_eh^2)$, and let $g_n$ be the Fourier coefficients of $\sqrt G$. Then $\langle\phi,\beta(\cdot-n)\rangle=g_n$, from $G\,G^{-1/2}=\sqrt G$, and $K(\phi,\beta(\cdot-n))=3(c_n-g_n)$, from $3(1-G)G^{-1/2}$. The square root $\sqrt G$ has branch factors $(1+rz)^{1/2}$, so $g_n$ falls as $r^nn^{-3/2}$ and is negligible beside $c_n$ at leading order. Thus
\begin{equation}
K(\phi,\eta)\approx3\Sigma_M,\qquad K(\eta,\eta)\approx(1+r)\Sigma_M,
\end{equation}
the second from the slope overlaps $2$ and $-1$ with $c_{n+1}\approx-rc_n$. The energy numerator changes by $-2K(\phi,\eta)+K(\eta,\eta)\approx(r-5)\Sigma_M$. The norm changes by $-2\langle\phi,\eta\rangle+\|\eta\|^2\approx\Sigma_M/\sqrt3$. Dividing, with the on-site energy $3\sqrt3-3$, gives
\begin{equation}
\Delta E_M\approx\left[r-5-\frac{3\sqrt3-3}{\sqrt3}\right]\Sigma_M=-6\,\Sigma_M\approx-6\sqrt3\,\|\eta\|^2 .
\end{equation}
For $M=8$ this is $-6\sqrt3\times30.48\times(1.935\times10^{-6})^2=-1.19\times10^{-9}$~eV, about 5\% smaller in size than the computed change. Terms of relative order $1/M$ have been dropped. The negative sign does not contradict the variational principle, because $t_0$ is the mean energy of one basis function and not a ground-state energy. The second order holds on site only. The off-site kinetic elements change at first order, as the overlaps do: the largest change lies at $m=M+1$ and is about $3\|\eta\|$ in units of $\hbar^2/(m_eh^2)$, or $1.8\times10^{-4}$~eV for $M=8$. If the truncated functions are treated as orthonormal, $T(\pi)$ is then off by about $-10^{-3}$~eV. Dividing by the Fourier sum of their overlaps restores $T(k)$, because the factor $|\sum_{|n|\le M}c_ne^{-ikn}|^2$ cancels.

The coefficients $c_n$ must be distinguished from those of the two-scale filter, defined by $\phi(x)=\sqrt2\sum_nh_n\phi(2x-n)$. The transform of $\phi(2x-n)$ is $\frac12e^{-ikn/2}\hat\phi(k/2)$, and $\sin k=2\sin(k/2)\cos(k/2)$ gives $\hat\beta(2k)=\cos^2(k/2)\hat\beta(k)$. Hence
\begin{equation}
\sum_nh_ne^{-ikn}=\sqrt2\,\frac{\hat\phi(2k)}{\hat\phi(k)}=\sqrt2\cos^2\frac k2\,\sqrt{\frac{G(k)}{G(2k)}} .
\end{equation}
The zeros of $G(2k)$ satisfy $z^2=-r$ or $z^2=-1/r$. They lie nearer the unit circle than those of $G(k)$, and the rate is $r^{n/2}$, with $\sqrt r\approx0.518$.

For the amplitude, set $z_+=ir^{-1/2}$. There $z+1/z=i(r^{-1/2}-r^{1/2})=i\sqrt2$, since the square of the bracket is $1/r+r-2=2$. Apart from $\sqrt2(1+rz^2)^{-1/2}$, the filter function at $z_+$ is
\begin{equation}
P=3^{1/4}\,\frac{2+i\sqrt2}4\sqrt{\frac{4+i\sqrt2}6},\qquad P^2=\frac{3\sqrt6}{16}\,i .
\end{equation}
The factor $2+i\sqrt2$ and the square root each have a phase between $0$ and $\pi/4$, so of the two roots of $P^2$ the right one is $P=|P|e^{i\pi/4}$. Near $z_+$, $1+rz^2\approx2(1-z/z_+)$. Adding the conjugate point gives $h_n\approx2a_nr^{n/2}\,\mathrm{Re}[P(-i)^n]$, or
\begin{equation}
h_n\approx\sigma_n\,\frac{\sqrt3}2\left(\frac32\right)^{1/4}\frac{r^{n/2}}{\sqrt{\pi n}},\qquad \sigma_n=+,+,-,-,\dots
\end{equation}
with the signs starting at $n=0$ and repeating with period four. The values $h_0,\dots,h_4=0.8176,\ 0.3973,\ -0.0691,\ -0.0519,\ 0.0170$ show the pattern. Halving the grid step in the refinement relation halves the exponent: for large $M$, cutting the filter at $|n|\le M$ discards far larger terms than cutting the spline expansion at the same $M$. The halving is per index: $h_n$ multiplies a function centred at $x=n/2$, so per unit length the rate is $r$ in both expansions.
